# Rashba and Dresselhaus coupling on a grid: SU(2) links and pure gauge: a program that tests the result

```python
# Result under test: Rashba (alpha) and Dresselhaus (beta) coupling on a grid.
# With SU(2) links exp(i a A_j), equal strengths are an exact pure gauge: the
# spectrum is the doubled spinless grid spectrum shifted by -2 m alpha^2.
# Central differences instead enlarge the hopping and break this equivalence.
# H = p^2/2m + alpha(py sx - px sy) + beta(px sx - py sy) + V
# A_x = m(beta sx - alpha sy), A_y = m(alpha sx - beta sy); a = grid spacing.
# Units: hbar = m = omega0 = 1; length sqrt(hbar/(m omega0)), energy hbar omega0.
import numpy as np
import scipy.sparse as sp
import sympy as sym
from scipy.linalg import expm
from scipy.sparse.linalg import eigsh

m = 1.0
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
I2 = np.eye(2)
BOX = 10.0


def gauge_field(alpha, beta):
    return m * (beta * SX - alpha * SY), m * (alpha * SX - beta * SY)


def translations(shape, phases):
    """(T psi)(r) = psi(r + a e_j); phase 0 means a hard wall."""
    parts = []
    for n, phase in zip(shape, phases):
        t = np.eye(n, k=1, dtype=complex)
        t[-1, 0] += phase
        parts.append(sp.csr_matrix(t))
    nx, ny = shape
    return (sp.kron(parts[0], sp.identity(ny), format="csr"),
            sp.kron(sp.identity(nx), parts[1], format="csr"))


def spinless(V, a, phases=(0, 0), hop_scale=1.0):
    H = sp.diags(V.ravel() + 2 / (m * a**2)).tocsr().astype(complex)
    for T in translations(V.shape, phases):
        H = H - hop_scale * (T + T.conj().T) / (2 * m * a**2)
    return H


def link_hamiltonian(V, a, alpha, beta, phases=(0, 0)):
    onsite = V.ravel() + 2 / (m * a**2) - m * (alpha**2 + beta**2)
    H = sp.kron(sp.diags(onsite), I2, format="csr").astype(complex)
    for T, A in zip(translations(V.shape, phases), gauge_field(alpha, beta)):
        hop = sp.kron(T, expm(1j * a * A), format="csr")
        H = H - (hop + hop.conj().T) / (2 * m * a**2)
    return H


def central_hamiltonian(V, a, alpha, beta, phases=(0, 0)):
    H = sp.kron(spinless(V, a, phases), I2, format="csr")
    for T, A in zip(translations(V.shape, phases), gauge_field(alpha, beta)):
        momentum = -1j * (T - T.conj().T) / (2 * a)
        H = H + sp.kron(momentum, A / m, format="csr")
    return H


def dot_potential(a):
    n = round(BOX / a) - 1
    x = a * np.arange(1, n + 1) - BOX / 2
    X, Y = np.meshgrid(x, x, indexing="ij")
    return X**2 / 2 + 0.72 * Y**2 + 0.5 * np.exp(-(X - 0.5)**2 - (Y + 0.3)**2)


def levels(H):
    return np.linalg.eigvalsh(H.toarray())


def ground(H):
    start = np.random.default_rng(1).normal(size=H.shape[0]).astype(complex)
    w, v = eigsh(H.tocsc(), k=1, sigma=-1.0, v0=start)
    return float(w[0].real), v[:, 0]


# Continuum: completed square, curvature and the pure-gauge identity
al, be, ms = sym.symbols("alpha beta m", positive=True)
kx, ky, x, y, u, v = sym.symbols("k_x k_y x y u v", real=True)
s1 = sym.Matrix([[0, 1], [1, 0]])
s2 = sym.Matrix([[0, -sym.I], [sym.I, 0]])
s3 = sym.diag(1, -1)
one = sym.eye(2)
Ax, Ay = ms * (be * s1 - al * s2), ms * (al * s1 - be * s2)
square = ((kx * one + Ax)**2 + (ky * one + Ay)**2) / (2 * ms)
original = ((kx**2 + ky**2) / (2 * ms) * one + al * (ky * s1 - kx * s2)
            + be * (kx * s1 - ky * s2))
zero = sym.zeros(2, 2)
assert (square - ms * (al**2 + be**2) * one - original).expand() == zero
curv = Ax * Ay - Ay * Ax - 2 * sym.I * ms**2 * (al**2 - be**2) * s3
assert curv.expand() == zero
f = sym.Function("f")(x, y)
angle = sym.sqrt(2) * ms * al * (x + y)
S_sym = (s1 - s2) / sym.sqrt(2)
U = sym.cos(angle) * one - sym.I * sym.sin(angle) * S_sym
spinor = sym.Matrix([u, v])
psi = U * spinor * f
px, py = -sym.I * psi.diff(x), -sym.I * psi.diff(y)
Hpsi = (-(psi.diff(x, 2) + psi.diff(y, 2)) / (2 * ms)
        + al * (s1 * py - s2 * px) + al * (s1 * px - s2 * py))
free = -(f.diff(x, 2) + f.diff(y, 2)) / (2 * ms) - 2 * ms * al**2 * f
assert sym.simplify((Hpsi - U * spinor * free).expand()) == sym.zeros(2, 1)

# Both grids approach the continuum as a^2 for unequal strengths
alpha, beta_equal = 0.5, 0.5
alpha_u, beta_u = 0.7, 0.1
k = np.array([0.8, 0.5])
H_cont = (k @ k / (2 * m) * I2 + alpha_u * (k[1] * SX - k[0] * SY)
          + beta_u * (k[0] * SX - k[1] * SY))
orders = []
for build in (link_hamiltonian, central_hamiltonian):
    err = [np.linalg.norm(build(np.zeros((1, 1)), h, alpha_u, beta_u,
                                np.exp(1j * k * h)).toarray() - H_cont)
           for h in (0.1, 0.05)]
    orders.append(np.log2(err[0] / err[1]))
assert np.allclose(orders, 2, atol=0.05)


# Plaquette: explicit matrix product against the trace formula
def plaquette(a, alpha, beta):
    Wx, Wy = [expm(1j * a * A) for A in gauge_field(alpha, beta)]
    return Wx @ Wy @ Wx.conj().T @ Wy.conj().T


a = 0.5
strength = np.hypot(alpha_u, beta_u)
theta = a * m * strength
half_trace = np.trace(plaquette(a, alpha_u, beta_u)).real / 2
contrast = (alpha_u**2 - beta_u**2) / strength**2
assert abs(half_trace - (1 - 2 * np.sin(theta)**4 * contrast**2)) < 1e-12
assert half_trace < 1 - 1e-3
for sign in (1, -1):
    assert np.allclose(plaquette(a, alpha, sign * alpha), I2, atol=1e-13)
assert np.allclose(plaquette(np.pi / (m * strength), alpha_u, beta_u), I2,
                   atol=1e-12)
small = 1e-3
Bx, By = gauge_field(alpha_u, beta_u)
assert np.allclose((plaquette(small, alpha_u, beta_u) - I2) / small**2,
                   -(Bx @ By - By @ Bx), atol=5e-3)

# Complete dot spectra at equal strengths
V = dot_potential(a)
n = V.shape[0]
q = np.sqrt(2) * m * alpha
kappa = np.sqrt(1 + (q * a)**2)
shift = 2 * m * alpha**2
H0 = spinless(V, a)
HL = link_hamiltonian(V, a, alpha, beta_equal)
HC = central_hamiltonian(V, a, alpha, beta_equal)
E0, EL, EC = levels(H0), levels(HL), levels(HC)
dev_link = np.max(abs(EL - np.repeat(E0, 2) + shift))
dev_central = np.max(abs(EC - np.repeat(E0, 2) + shift))
E_scaled = np.repeat(levels(spinless(V, a, hop_scale=kappa)), 2)
dev_scaled = np.max(abs(EC - E_scaled))
assert dev_link < 1e-10 and dev_scaled < 1e-10 and dev_central > 1e-2
EL_minus = levels(link_hamiltonian(V, a, alpha, -alpha))
assert np.max(abs(EL_minus - np.repeat(E0, 2) + shift)) < 1e-10

# Local gauge covariance for unequal strengths and random site rotations
rng = np.random.default_rng(7)
Vs = rng.normal(size=(4, 5))
rotations = [expm(1j * (c[0] * SX + c[1] * SY + c[2] * SZ))
             for c in rng.normal(size=(Vs.size, 3))]
G = sp.block_diag(rotations).toarray()
H_rot = np.kron(np.diag(Vs.ravel() + 2 / (m * a**2)
                        - m * strength**2), I2).astype(complex)
for T, A in zip(translations(Vs.shape, (0, 0)), gauge_field(alpha_u, beta_u)):
    rows, cols = T.nonzero()
    for i, j in zip(rows, cols):
        W = rotations[i] @ expm(1j * a * A) @ rotations[j].conj().T
        H_rot[2*i:2*i+2, 2*j:2*j+2] -= W / (2 * m * a**2)
        H_rot[2*j:2*j+2, 2*i:2*i+2] -= W.conj().T / (2 * m * a**2)
H_plain = link_hamiltonian(Vs, a, alpha_u, beta_u).toarray()
assert np.allclose(H_rot, G @ H_plain @ G.conj().T, atol=1e-12)

# Trace obstruction: equal traces but unequal traces of squares
trace_diff = HC.diagonal().sum().real - 2 * H0.diagonal().sum().real
square_diff = np.sum(EC**2) - 2 * np.sum(E0**2)
directed_hops = 4 * n * (n - 1)
square_formula = directed_hops * 2 * (q * a)**2 / (2 * m * a**2)**2
assert abs(trace_diff) < 1e-8
assert abs(square_diff / square_formula - 1) < 1e-8
HCu = central_hamiltonian(V, a, alpha_u, beta_u)
square_u = np.sum(abs(HCu.data)**2) - 2 * np.sum(abs(H0.data)**2)
formula_u = directed_hops * 2 * theta**2 / (2 * m * a**2)**2
assert abs(square_u / formula_u - 1) < 1e-8

# Spin helix read from the ground doublet
S = (SX - SY) / np.sqrt(2)
axis = np.array([1, -1, 0]) / np.sqrt(2)


def spin_turn(H):
    doublet = np.linalg.eigh(H.toarray())[1][:, :2]
    S_grid = sp.kron(sp.identity(n * n), S, format="csr")
    w, c = np.linalg.eigh(doublet.conj().T @ (S_grid @ doublet))
    assert np.allclose(w, [-1, 1], atol=1e-8)
    state = (doublet @ c).sum(axis=1).reshape(n, n, 2)
    mid = n // 2
    s = [np.array([(z.conj() @ P @ z).real for P in (SX, SY, SZ)])
         for z in (state[mid, mid], state[mid + 1, mid])]
    return np.arctan2(axis @ np.cross(s[0], s[1]), s[0] @ s[1])


turn_link, turn_central = spin_turn(HL), spin_turn(HC)
assert abs(turn_link - 2 * q * a) < 1e-7
assert abs(turn_central - 2 * np.arctan(q * a)) < 1e-7
period_link, period_central = [np.sqrt(2) * np.pi * a / t
                               for t in (turn_link, turn_central)]
assert abs(period_link - np.pi / (2 * m * alpha)) < 1e-6

# Grid refinement and the predicted central-difference error
table = []
for h in (0.5, 0.25, 0.125):
    Vh = dot_potential(h)
    H0h = spinless(Vh, h)
    e0, vec = ground(H0h)
    kinetic = e0 - np.sum(Vh.ravel() * abs(vec)**2)
    el = ground(link_hamiltonian(Vh, h, alpha, alpha))[0]
    ec = ground(central_hamiltonian(Vh, h, alpha, alpha))[0]
    estimate = h**2 * (m**3 * alpha**4 + m**2 * alpha**2 * kinetic)
    assert abs(el - e0 + shift) < 1e-9
    table.append((h, e0, el, ec, ec - el, estimate, kinetic))
assert abs(table[2][4] / table[2][5] - 1) < 0.02
ratio = table[1][4] / table[2][4]
assert abs(ratio - 4) < 0.15
e_limit = (4 * table[2][1] - table[1][1]) / 3

# Curvature and Zeeman fields have effects that no gauge change removes
e_unequal = ground(link_hamiltonian(V, a, alpha_u, beta_u))[0]
curvature_cost = e_unequal - E0[0] + m * strength**2
assert curvature_cost > 1e-3
b = 0.3
ident = sp.identity(n * n)
zeeman_axis = ground(HL + b * sp.kron(ident, S, format="csr"))[0]
zeeman_z = ground(HL + b * sp.kron(ident, SZ, format="csr"))[0]
zeeman_reference = E0[0] - shift - b
assert abs(zeeman_axis - zeeman_reference) < 1e-9
assert zeeman_z - zeeman_reference > 1e-3

# Periodic cell: the gauge transformation shifts the Bloch vector
cell = a * np.array(Vs.shape)
k = np.array([0.3, -0.7])


def spinless_union(q_shift, scale):
    return np.sort(np.concatenate([
        levels(spinless(Vs, a, np.exp(1j * (k + s * q_shift) * cell), scale))
        for s in (1, -1)]))


phase = np.exp(1j * k * cell)
bloch_link = levels(link_hamiltonian(Vs, a, alpha, alpha, phase))
bloch_central = levels(central_hamiltonian(Vs, a, alpha, alpha, phase))
bloch_dev = np.max(abs(bloch_link - spinless_union(q, 1.0) + shift))
unshifted_dev = np.max(abs(bloch_link - spinless_union(0.0, 1.0) + shift))
assert bloch_dev < 1e-10 and unshifted_dev > 1e-3
assert np.allclose(bloch_central,
                   spinless_union(np.arctan(q * a) / a, kappa), atol=1e-10)

print("Units: energy hbar*omega0, length sqrt(hbar/(m*omega0)), m = 1")
print(f"Box side {BOX:.1f} length; alpha = beta = {alpha:.2f} length*omega0")
print(f"Coarse spacing a = {a:.3f} length; points per side = {n}")
print(f"Gauge wave number q = {q:.6f} 1/length; q*a = {q*a:.6f} rad")
print(f"Exact gauge energy shift = {-shift:.6f} energy")
print(f"Central hopping factor kappa = {kappa:.6f} (no unit)")
print(f"Number of spin levels compared = {len(EL)}")
print(f"Largest link deviation from shifted spinless = {dev_link:.1e} energy")
print(f"Largest central deviation from same = {dev_central:.6f} energy")
print(f"Central deviation from kappa-scaled model = {dev_scaled:.1e} energy")
print("Lowest three doublets at a = 0.5, all in energy units:")
print("level   spinless       link         central")
for i in range(3):
    print(f"{i+1:3d}  {E0[i]:12.6f} {EL[2*i]:12.6f} {EC[2*i]:12.6f}")
print("Ground energies on refined grids (a in length, rest in energy):")
print("a       spinless   link       central    difference  a^2 estimate")
for h, e0, el, ec, diff, est, kin in table:
    print(f"{h:.3f} {e0:10.6f} {el:10.6f} {ec:10.6f} {diff:11.7f} {est:11.7f}")
print("Spinless kinetic energies on these grids = "
      + ", ".join(f"{row[6]:.6f}" for row in table) + " energy")
print(f"Difference ratio a=0.25 to a=0.125 = {ratio:.4f} (no unit)")
print(f"Spinless ground energy extrapolated to a=0 = {e_limit:.6f} energy")
print(f"Trace difference, central minus doubled spinless = "
      f"{abs(trace_diff):.1e} energy")
print(f"Trace-of-square difference = {square_diff:.4f} energy^2")
print(f"Spin turn per x step: link {turn_link:.6f}, "
      f"central {turn_central:.6f} rad")
print(f"Diagonal helix period: link {period_link:.6f}, "
      f"central {period_central:.6f} length")
print(f"Unequal pair: alpha = {alpha_u:.2f}, beta = {beta_u:.2f} length*omega0")
print(f"Unequal pair link angle theta = {theta:.6f} rad")
print(f"Unequal pair half plaquette trace = {half_trace:.6f} (no unit)")
print(f"Unequal pair ground energy = {e_unequal:.6f} energy")
print(f"Energy cost of its curvature = {curvature_cost:.6f} energy")
print(f"Dispersion error orders: link {orders[0]:.4f}, "
      f"central {orders[1]:.4f} (no unit)")
print(f"Zeeman strength b = {b:.2f} energy")
print(f"Ground with Zeeman along S = {zeeman_axis:.6f} energy")
print(f"Ground with Zeeman along z = {zeeman_z:.6f} energy")
print(f"Bloch cell {Vs.shape[0]} x {Vs.shape[1]} sites, "
      f"k = ({k[0]:.1f}, {k[1]:.1f}) 1/length")
print(f"Bloch deviation with k shifted by +/-q = {bloch_dev:.1e} energy")
print(f"Bloch deviation without the shift = {unshifted_dev:.6f} energy")
print("verified")
```

It prints:

```
Units: energy hbar*omega0, length sqrt(hbar/(m*omega0)), m = 1
Box side 10.0 length; alpha = beta = 0.50 length*omega0
Coarse spacing a = 0.500 length; points per side = 19
Gauge wave number q = 0.707107 1/length; q*a = 0.353553 rad
Exact gauge energy shift = -0.500000 energy
Central hopping factor kappa = 1.060660 (no unit)
Number of spin levels compared = 722
Largest link deviation from shifted spinless = 2.1e-13 energy
Largest central deviation from same = 0.769421 energy
Central deviation from kappa-scaled model = 1.8e-13 energy
Lowest three doublets at a = 0.5, all in energy units:
level   spinless       link         central
  1      1.289312     0.789312     0.834832
  2      2.188753     1.688753     1.763064
  3      2.366998     1.866998     1.947374
Ground energies on refined grids (a in length, rest in energy):
a       spinless   link       central    difference  a^2 estimate
0.500   1.289312   0.789312   0.834832   0.0455200   0.0478195
0.250   1.302075   0.802075   0.813881   0.0118065   0.0119581
0.125   1.305217   0.805217   0.808197   0.0029802   0.0029898
Spinless kinetic energies on these grids = 0.515112, 0.515317, 0.515396 energy
Difference ratio a=0.25 to a=0.125 = 3.9616 (no unit)
Spinless ground energy extrapolated to a=0 = 1.306264 energy
Trace difference, central minus doubled spinless = 0.0e+00 energy
Trace-of-square difference = 1368.0000 energy^2
Spin turn per x step: link 0.707107, central 0.679674 rad
Diagonal helix period: link 3.141593, central 3.268393 length
Unequal pair: alpha = 0.70, beta = 0.10 length*omega0
Unequal pair link angle theta = 0.353553 rad
Unequal pair half plaquette trace = 0.973512 (no unit)
Unequal pair ground energy = 0.852093 energy
Energy cost of its curvature = 0.062781 energy
Dispersion error orders: link 1.9993, central 1.9997 (no unit)
Zeeman strength b = 0.30 energy
Ground with Zeeman along S = 0.489312 energy
Ground with Zeeman along z = 0.634217 energy
Bloch cell 4 x 5 sites, k = (0.3, -0.7) 1/length
Bloch deviation with k shifted by +/-q = 1.1e-14 energy
Bloch deviation without the shift = 1.034408 energy
verified
```
